# Decay length of galvanic corrosion beneath a thin electrolyte film

**Q.** Two joined metals lie beneath a film of salt water. I am told that the damage stays near the joint. But the film is a conductor, and so is the metal. Why should the current not spread over the whole surface?

**A.** Because current that runs far along the film pays for the distance. It has two obstacles: the resistance of the solution along the film, and the resistance of the electrode reactions where it crosses between metal and solution. A longer path offers more area for crossing but adds solution resistance. To find where the balance falls, we need a law for each obstacle.

Take a flat film of uniform thickness $d$ and conductivity $\kappa$, in steady state, with no current through its upper surface. The metal has one potential $V$ throughout. Let $\phi$ be the potential of the solution and $E$ the corrosion potential of the metal, at which it passes no net current. Current density $i$ from metal into solution counts as positive, so a net anode has $i>0$.

**Q.** The solution may obey Ohm's law, but electrode reactions are exponential. What entitles you to give them a resistance?

**A.** A small departure from the corrosion potential. Define the overpotential $\eta=V-\phi-E$. If dissolution and the cathodic reaction are both activation controlled,

$$i=i_{\rm corr}\left(e^{\eta/\beta_a}-e^{-\eta/\beta_c}\right).$$

At $\eta=0$ the two partial currents both equal $i_{\rm corr}$ and cancel. For $|\eta|\ll\beta_a,\beta_c$ we expand each exponential to first order:

$$i\approx i_{\rm corr}\left(\frac1{\beta_a}+\frac1{\beta_c}\right)\eta=\frac{\eta}{R_p},\qquad R_p=\frac{\beta_a\beta_c}{i_{\rm corr}(\beta_a+\beta_c)}.$$

This $R_p$ is the polarisation resistance times area, in $\Omega\,{\rm cm}^2$. The slopes $\beta$ belong to natural exponentials; a Tafel slope per decade is $\beta\ln10$.

**Q.** Then is $i$ the extra rate at which metal dissolves?

**A.** Not all of it. The extra dissolution current is $i_{\rm corr}(e^{\eta/\beta_a}-1)\approx i_{\rm corr}\eta/\beta_a$. Dividing by the net current gives

$$s=\frac{1/\beta_a}{1/\beta_a+1/\beta_c}=\frac{\beta_c}{\beta_a+\beta_c}.$$

The remaining part of $i$ comes from a slower cathodic reaction on the same metal. With $\beta_c=2\beta_a$, for instance, two thirds of the net anodic current is extra metal loss.

**Q.** Now put the two obstacles together, and show me the signs.

**A.** Let $x$ run along the film, perpendicular to the joint. Since the film is thin, treat $\phi$ as uniform through its depth for the moment. Per unit length of joint, the film carries the current

$$J(x)=-\kappa d\,\frac{d\phi}{dx}.$$

Between $x$ and $x+dx$ it gains $i\,dx$ from the metal, so $dJ/dx=i$. On metal $j$ write $\phi_j=V-E_j$, the solution potential at which that metal passes no net current. Then $\eta=\phi_j-\phi$, and

$$-\kappa d\,\frac{d^2\phi}{dx^2}=\frac{\phi_j-\phi}{R_{p,j}}
\quad\Longrightarrow\quad
\frac{d^2\phi}{dx^2}=\frac{\phi-\phi_j}{\kappa d R_{p,j}}.$$

The denominator is a length squared. For $u=\phi-\phi_j$ the equation is $u''=u/L_j^2$, with solutions $e^{\pm x/L_j}$ and

$$\boxed{L_j=\sqrt{\kappa\, d\,R_{p,j}}}$$

On a wide metal occupying $x>0$ the growing solution is excluded, because the disturbance must vanish far away. What remains is $e^{-x/L_j}$.

**Q.** Can I see that length without solving an equation?

**A.** Consider a stretch of length $\ell$. Per unit length of joint, its solution resistance is $\ell/(\kappa d)$ and its interfacial resistance is $R_p/\ell$. They are equal when $\ell^2=\kappa dR_p$. On a much shorter stretch, crossing the interface is the larger obstacle, so current spreads further. On a much longer one, the solution is the larger obstacle.

A better conductor, a thicker film or a slower reaction therefore lengthens the reach. At fixed $\kappa$ and $R_p$, a film one quarter as thick has half the reach.

**Q.** The potential difference between the metals has vanished from your answer. Surely a stronger couple reaches further?

**A.** In the linear model it drives more current through the same spatial pattern. To see this, let metal 1 be a strip, such as a weld bead, of half-width $a$. It occupies $-2a<x<0$, with its centre at $x=-a$. Metal 2 is wide and lies on both sides of the strip, at $x>0$ and at $x<-2a$; we follow the joint at $x=0$. By symmetry no film current crosses the strip's centre, so

$$\phi=\phi_1-A\cosh\frac{x+a}{L_1}\quad(-2a<x<0),\qquad
\phi=\phi_2+B e^{-x/L_2}\quad(x>0).$$

Let $I$ be the current per unit length of one joint. Taking $J=-\kappa d\,\phi'$ on both sides of $x=0$ gives

$$I=\frac{\kappa d A}{L_1}\sinh\frac a{L_1}=\frac{\kappa dB}{L_2}.$$

Continuity of potential requires $\phi_1-A\cosh(a/L_1)=\phi_2+B$. Since $\phi_1-\phi_2=E_2-E_1\equiv\Delta E$,

$$\Delta E=A\cosh\frac a{L_1}+B
=I\left[\frac{L_1}{\kappa d}\coth\frac a{L_1}+\frac{L_2}{\kappa d}\right].$$

The bracket is a sum of two resistances in series, $R_1+R_2$, each multiplied by joint length. The difference $\Delta E$ fixes the amplitude $I$, while the lengths remain those of the two metals. If $\Delta E>0$, metal 1 has the lower corrosion potential and is the net anode.

**Q.** The worst attack is what matters to me. Where is it, and does a thinner film make it worse?

**A.** On the strip $i=(\phi_1-\phi)/R_{p,1}$, which is greatest at the joint:

$$i_{\rm peak}=\frac{A\cosh(a/L_1)}{R_{p,1}}
=\frac{I L_1\coth(a/L_1)}{\kappa dR_{p,1}}
=\frac I{L_1}\coth\frac a{L_1}.$$

The last step uses $\kappa dR_{p,1}=L_1^2$. Two limits answer the second question.

If $a\gg L_1$, the hyperbolic cotangent tends to one, so $I=\kappa d\,\Delta E/(L_1+L_2)$ and

$$i_{\rm peak}=\frac{\kappa d\,\Delta E}{L_1(L_1+L_2)}
=\frac{\Delta E}{R_{p,1}}\,\frac{L_1}{L_1+L_2}
=\frac{\Delta E}{R_{p,1}}\,\frac{\sqrt{R_{p,1}}}{\sqrt{R_{p,1}}+\sqrt{R_{p,2}}}.$$

Film thickness and conductivity have cancelled. With $R_p$ and $\Delta E$ held fixed, thinning the film between two wide metals narrows the attacked band but leaves its peak rate unchanged.

If $a\ll L_1$, then $\coth(a/L_1)\approx L_1/a$ and $R_1\approx R_{p,1}/a$. The attack is nearly uniform across the strip. As $a$ shrinks further, $R_1$ outweighs $R_2$ and the current density approaches $\Delta E/R_{p,1}$. A narrow anode beside a wide cathode thus suffers a higher rate than a wide anode does.

**Q.** Please give me a case with numbers, and one in which your linear law has a chance.

**A.** Consider a slightly anodic weld bead in carbon steel under a film resembling seawater. The following inputs are rough. The film has $d=100\ \mu$m and $\kappa=0.05$ S/cm; the weld has $a=5$ mm; and $\Delta E=5$ mV. The corrosion current densities are 30 µA/cm² on the weld and 20 µA/cm² on the parent plate. Tafel slopes of 60 and 120 mV per decade give $\beta_a=26.06$ mV and $\beta_c=52.12$ mV.

For the weld,

$$R_{p,1}=\frac{26.06\times52.12}{26.06+52.12}\,\frac{\rm mV}{30\ \mu{\rm A/cm^2}}
=579\ \Omega\,{\rm cm^2},$$

and for the parent $R_{p,2}=869\ \Omega\,{\rm cm}^2$. With $d=0.01$ cm, $\kappa d=5\times10^{-4}\ \Omega^{-1}$, so

$$L_1=\sqrt{5\times10^{-4}\times579}\ {\rm cm}=5.4\ {\rm mm},\qquad
L_2=\sqrt{5\times10^{-4}\times869}\ {\rm cm}=6.6\ {\rm mm}.$$

A film a tenth of a millimetre thick therefore carries the disturbance several millimetres. If it thins to 25 µm with the other inputs fixed, $L_2$ falls to 3.3 mm.

Here $\coth(a/L_1)=1.369$, which gives $R_1=1474\ \Omega\,$cm and $R_2=1318\ \Omega\,$cm. The joint current is

$$I=\frac{5\times10^{-3}\ {\rm V}}{(1474+1318)\ \Omega\,{\rm cm}}=1.79\ \mu{\rm A/cm}.$$

The mean galvanic current density on the weld is $I/a=3.6$ µA/cm², and its peak is $1.79\times1.369/0.538=4.6$ µA/cm². Two thirds of the peak is extra dissolution. Relative to the weld's own 30 µA/cm², this is a rise of $(2/3)\times4.56/30=10\%$.

On the parent plate the film current falls as $Ie^{-x/L_2}$. A fraction $1-e^{-1}=63\%$ of it has entered the plate within $L_2$, and $1-e^{-3}=95\%$ within $3L_2$, about 20 mm. The decay length is a scale, not an edge.

**Q.** You treated the potential as uniform through the depth. Yet current must turn upwards out of the metal. When is that neglect justified?

**A.** Go back to Laplace's equation in the film, with height $z$ above the metal. A decaying mode that carries no current through the upper surface $z=d$ is

$$\phi-\phi_2=C\cos[k(d-z)]\,e^{-kx}.$$

Its second derivatives in $x$ and $z$ are $k^2$ and $-k^2$ times itself, so they cancel as required. At the metal the upward current density is $i=-\kappa\,\partial\phi/\partial z=(\phi_2-\phi)/R_p$. The $z$-derivative of the cosine at $z=0$ is $k\sin kd$, whence

$$-\kappa k\sin kd=-\frac{\cos kd}{R_p}
\quad\Longrightarrow\quad k\tan kd=\frac1{\kappa R_p}.$$

Set $q=kd$ and $\varepsilon=d/(\kappa R_p)=(d/L)^2$. The condition becomes $q\tan q=\varepsilon$. For small $\varepsilon$, use $\tan q\approx q+q^3/3$:

$$q^2+\frac{q^4}{3}\approx\varepsilon
\quad\Longrightarrow\quad q^2\approx\varepsilon-\frac{\varepsilon^2}{3}.$$

The replacement $q^4\approx\varepsilon^2$ is sufficient at this order. Since $d/\sqrt\varepsilon=L$,

$$\frac1k=\frac dq\approx L\left(1-\frac\varepsilon3\right)^{-1/2}
\approx L\left(1+\frac\varepsilon6\right).$$

The condition for the square-root law is thus $\varepsilon\ll1$: the film must be much thinner than $L$. In the example $\varepsilon$ is $3.5\times10^{-4}$ on the weld and $2.3\times10^{-4}$ on the parent. A finite-volume solution of Laplace's equation for the whole joint, with linear kinetics, gives the same 6.6 mm and 1.79 µA/cm.

The other roots for small $\varepsilon$ lie near $q=n\pi$, with $n=1,2,\ldots$. Their modes die over about $d/(n\pi)$, so the disturbance that varies strongly through the depth is confined to within about a film thickness of the joint.

**Q.** And if I keep adding water, does the reach go on growing as $\sqrt d$?

**A.** No. For $\varepsilon\gg1$ the smallest root approaches $\pi/2$. Write $q=\pi/2-\delta$, so that $\tan q=\cot\delta\approx1/\delta$. Then $\delta=q/\varepsilon$, and

$$q\left(1+\frac1\varepsilon\right)=\frac\pi2
\quad\Longrightarrow\quad
\frac1k=\frac dq\approx\frac2\pi\,(d+\kappa R_p).$$

The decay length of the far tail now grows in proportion to depth, and the interface contributes a small addition. But that tail no longer tells you where most of the current goes. Take a strip very much narrower than $\kappa R_p$, with the same $R_p$ on both metals. As the water deepens, the distance from the strip within which 63% of the current enters the surrounding metal stops growing and settles at about $1.1\,\kappa R_p$. Numerical roots show the passage between the regimes: the true length divided by $L$ is 1.017 at $\varepsilon=0.1$, 1.16 at $\varepsilon=1$ and 4.59 at $\varepsilon=50$. These values assume that the kinetics stay the same as the water deepens.

**Q.** They will not. Oxygen has to diffuse through your water. Does that spoil the example?

**A.** It alters it slightly at 100 µm. Suppose that oxygen reduction is the cathodic reaction, with four electrons per molecule. Through a stagnant film it can supply at most

$$i_{\rm lim}=\frac{4FD_{\rm O}c_{\rm O}}{d}=193\ \mu{\rm A/cm^2},$$

for rough values $D_{\rm O}=2\times10^{-5}$ cm²/s and $c_{\rm O}=0.25$ mol/m³. Let $i_k\propto e^{-\eta/\beta_c}$ be the kinetic current without depletion. For a reaction proportional to the oxygen concentration at the metal, the actual cathodic current is $i_c=i_k(1-i_c/i_{\rm lim})$, or $1/i_c=1/i_k+1/i_{\rm lim}$. Differentiation gives

$$\frac{di_c}{d\eta}=\frac{i_c^2}{i_k^2}\frac{di_k}{d\eta}
=-\frac{i_c}{\beta_c}\frac{i_c}{i_k}
=-\frac{i_c}{\beta_c}\left(1-\frac{i_c}{i_{\rm lim}}\right).$$

At the corrosion potential $i_c=i_{\rm corr}$, so

$$\frac1{R_p}=i_{\rm corr}\left[\frac1{\beta_a}+\frac1{\beta_c}\left(1-\frac{i_{\rm corr}}{i_{\rm lim}}\right)\right].$$

With $i_{\rm corr}$ held fixed, $L$ rises by 2.7% on the weld and 1.8% on the parent. As the film thickens, $i_{\rm lim}$ falls. It meets the weld's assumed corrosion current at 0.64 mm; a thicker stagnant film could not sustain that current, and $i_{\rm corr}$ would have to change.

**Q.** My other worry is the exponential. Are 5 mV really small beside 26 mV?

**A.** Small enough for this current. The next term in the expansion of $i$ is

$$\frac{i_{\rm corr}\eta^2}{2}\left(\frac1{\beta_a^2}-\frac1{\beta_c^2}\right),$$

which is positive here on both metals. It enlarges the anodic current on the weld, where $\eta>0$, and weakens the cathodic current on the parent, where $\eta<0$. The two effects on $I$ partly offset each other. Solving the film equation with the full exponentials, by finite volumes and Newton iteration, raises $I$ by 0.5% relative to the linear result. At $\Delta E=50$ mV the rise is 5.9%.

That second figure does not extend the linear law to local dissolution rates. Close to a strong joint, the profile is no longer the linear one and the share $s$ no longer applies. Far out on the wide parent, however, $\eta$ becomes small again, so the tail recovers the same $L_2$ whatever the size of $\Delta E$, within these kinetics.

**Q.** You also hold $\kappa$ uniform. The current moves ions, and the film is hardly stirred. Is that effect smaller still?

**A.** It is the largest of the corrections sized here, and even its sign is uncertain. Chloride and sodium do not react at the metal, so at steady state their fluxes vanish. For an ion of charge number $\zeta$ in dilute solution, diffusion and migration then balance:

$$\frac{dc}{dx}+\frac{\zeta F c}{RT}\frac{d\phi}{dx}=0
\quad\Longrightarrow\quad c\propto e^{-\zeta F\phi/RT}.$$

Let $w=F(\phi-\phi_2)/RT$, and let $c_0$ be the distant salt concentration. The solution potential varies by less than $\Delta E$, so $w<0.2$ at 298 K. Towards the weld, chloride is enriched to $c_0e^w$ and sodium depleted to $c_0e^{-w}$. If dissolved Fe²⁺ restores neutrality, $2c_{\rm Fe}=c_0(e^w-e^{-w})$, and hence $c_{\rm Fe}=c_0\sinh w$.

With sodium and chloride at rest, Fe²⁺ must carry the whole current, by diffusion and migration together:

$$\frac Jd=-2FD_{\rm Fe}\left(\frac{dc_{\rm Fe}}{dx}+2c_{\rm Fe}\frac{dw}{dx}\right)
=-2FD_{\rm Fe}c_0\,(\cosh w+2\sinh w)\,\frac{dw}{dx}.$$

Before the ions rearrange, the film carries $J/d=-\kappa_0\,d\phi/dx$ with $\kappa_0=F^2c_0(D_{\rm Cl}+D_{\rm Na})/RT$. Comparing the two currents at the same potential gradient gives an effective conductivity $\kappa_{\rm eff}$:

$$\frac{\kappa_{\rm eff}}{\kappa_0}=\frac{2D_{\rm Fe}(\cosh w+2\sinh w)}{D_{\rm Cl}+D_{\rm Na}}.$$

Rough diffusivities of 2.0, 1.3 and 0.7 in units of $10^{-5}$ cm²/s, for Cl⁻, Na⁺ and Fe²⁺, give a ratio of 0.42 for small $w$. Where Fe²⁺ is the carrier, the local decay length on the parent would fall by a factor of $\sqrt{0.42}=0.65$, from 6.6 mm to 4.3 mm, because the most plentiful ions no longer carry current. This describes only the iron-rich part of the film, and it needs the arriving Fe²⁺ to be removed on the parent, by precipitation with hydroxide from the cathodic reaction. Sodium and chloride are conserved, so the chloride excess near the weld is balanced by a sodium excess farther out, where OH⁻ restores neutrality and carries the current. The same steps then give a ratio $2D_{\rm OH}/(D_{\rm Cl}+D_{\rm Na})=3.2$ for small $w$, with a rough $D_{\rm OH}=5.3\times10^{-5}$ cm²/s, and a local decay length longer by a factor of 1.8. The net reach depends on where the two zones meet, which this estimate does not fix. It also leaves out the products of uniform corrosion. The change takes many hours: $L_2^2/D_{\rm Cl}$ is about 6 hours, and $L_2^2/D_{\rm Fe}$ about 17 hours. In 6 hours uniform corrosion of the parent would release iron equal to about half the salt concentration, if none precipitated, so the omission is not a small one. A film that is soon rinsed or dried may never reach such a steady state.

**Q.** Then how much of this would you trust on a real welded plate outdoors?

**A.** The scale of several millimetres, for a continuous film close to the assumed one. The chosen conductivity is near that of seawater, and a 100 µm film is a visibly wet surface rather than an adsorbed layer. A 5 mV difference is a mild couple; differences of tens of millivolts are also plausible. Real films break the assumption of uniform, constant $d$ and $\kappa$: they drain, dry and gather salt, while rust changes $R_p$. An error by a factor of two in any one of $\kappa$, $d$ or $R_p$ changes $L$ by a factor of $\sqrt2$: a rise of 41% or a fall of 29%. That is comparable with the ionic correction above and larger than the others found for this example. If the film breaks into separate drops, the ionic path between them is cut and this length does not describe the coupling across the gap.

The equal-potential assumption for the metal is much safer. For a plate 10 mm thick with a rough conductivity of $5\times10^4$ S/cm, the film's sheet conductance is $10^{-8}$ of the metal's.

**Q.** So if I must measure something before judging how wide a strip to inspect, what should it be?

**A.** Measure $\kappa$, $d$ and the $R_p$ of each metal under the film itself, since $R_p$ in a deep beaker may reflect a different oxygen supply. If $d\ll L$, the film is continuous and the plate is wide, the exchange of current extends several $L$ from the joint, because one $L$ leaves 37% of the current still in the film.

You need the potential difference as well. Its sign tells you which metal is the net anode, and the extra loss is there. Inspect that metal to several of its own $L$, or all of it if it is narrower. In the example this means the whole weld bead; the parent plate beside it dissolves more slowly than it would alone. The size of the difference sets how severe the attack is, and how far from the joint it stays above a given rate.

Numerical values quoted here were computed with a short program.
